# Supercritical drying: no meniscus, rather than a weak one

**Comment on the argument submitted**

The manuscript explains supercritical drying of fine line patterns as follows. Drying pulls neighbouring lines together with a pressure proportional to the surface tension $\gamma$ of the receding meniscus. Near the critical point $\gamma$ is very small. Supercritical drying therefore works because its meniscus is too weak to bend the lines, and the process should be held as close to the critical temperature as possible.

The first two sentences are sound. The conclusion does not follow, because it assumes that a meniscus crosses the pattern. Whether one does depends on the path taken in temperature and pressure. I examine this for a van der Waals fluid in equilibrium, with the rinse liquid fully replaced by one pure fluid.

**1. Where can two densities exist?**

The equation of state, with molar density $\rho$, is $p=RT\rho/(1-b\rho)-a\rho^2$. Its critical constants are $\rho_c=1/(3b)$, $RT_c=8a/(27b)$ and $p_c=a/(27b^2)$, so that $\rho_c=8p_c/(3RT_c)$. From here on $T$, $p$ and $r=\rho/\rho_c$ are measured in critical units, unless a unit is written. Since $b\rho=r/3$, the two terms divided by $p_c$ become

$$p=\frac{8Tr}{3-r}-3r^2,\qquad 0<r<3 .$$

At fixed $T$, using $\frac{d}{dr}\frac{r}{3-r}=\frac{3}{(3-r)^2}$,

$$\frac{\partial p}{\partial r}=\frac{24T}{(3-r)^2}-6r=\frac{24}{(3-r)^2}\,[T-T_s(r)],\qquad T_s=\frac{r(3-r)^2}{4}.$$

The derivative $T_s'=\tfrac34(3-r)(1-r)$ changes sign at $r=1$ alone, so $T_s$ has its maximum there, with value 1. On the curve $T=T_s$ the pressure is

$$p_s=2r^2(3-r)-3r^2=r^2(3-2r),\qquad p_s'=6r(1-r),$$

which also has its maximum, 1, at $r=1$. Three cases follow.

- For $T>1$, $p$ rises steadily with $r$ from zero to infinity. Each pressure belongs to one density.
- For $T<1$, $p$ rises to a maximum at $r_v<1$, falls to a minimum at $r_l>1$, and rises again. Both turning values lie below 1. A pressure $p>1$ therefore meets the isotherm once, on the last, liquid-like part.
- For $T<1$ and $0<p<p_s(r_l)$, the isotherm is met once, on the first, gas-like part.

The regions $T>1$ and $p>1$ overlap. Together they form a road from liquid to gas on which two phases cannot coexist at equal pressure. The critical point need not be touched.

**2. A definite path**

Take the round parameters $T_c=300$ K and $p_c=7$ MPa, which give $\rho_c=7.484$ mol/L. The path has four corners:

- A: 285 K, 10 MPa, 13.05 mol/L
- B: 320 K, 10 MPa, 9.53 mol/L
- C: 320 K, 0.1 MPa, 0.038 mol/L
- D: 285 K, 0.1 MPa, 0.042 mol/L

From A to B the fluid is heated at constant pressure, so some of it must leave the vessel. From B to C it is vented at constant temperature, which requires heat. From C to D the gas is cooled.

Leg AB has $p>1$ and leg BC has $T>1$. On leg CD the third case applies once $T<1$: the pressure $p_s(r_l)$ is 5.18 MPa at 285 K and rises towards $p_c$ on warming, because $r_l$ then falls towards 1. The actual pressure is 0.1 MPa. Every state has one density, with $\partial p/\partial r>0$, so small changes of $T$ and $p$ produce finite, proportionate changes of density:

$$dr=\frac{dp-(\partial p/\partial T)_r\,dT}{(\partial p/\partial r)_T}.$$

The contrast with direct venting at 285 K is visible when the steps are refined. On the path, the largest density change in one step is 0.135 mol/L with 200 steps per leg and 0.068 mol/L with 400. It halves, as a change with a finite rate does when the steps are small. In direct venting the corresponding values are 6.72 and 6.66 mol/L. They approach the difference between saturated liquid and gas, $10.939-4.333=6.606$ mol/L, which no refinement removes.

**3. Could a curved interface still form?**

Equal pressure is required across a flat interface. Across a curved one the pressures differ, while temperature and chemical potential remain equal. The count must therefore be repeated at fixed $(T,\mu)$.

The free energy per volume, in units of $p_c$, and its derivative are

$$f=\frac{8T}{3}\,r\ln\frac{r}{3-r}-3r^2,\qquad \mu=f'=\frac{8T}{3}\left[\ln\frac{r}{3-r}+\frac{3}{3-r}\right]-6r .$$

Forming $r\mu-f$ cancels the logarithms and returns the pressure above. Differentiating $p=r\mu-f$ gives $dp=r\,d\mu$ at fixed $T$, hence $f''=(\partial p/\partial r)/r$. For $T>1$, $\mu$ rises steadily with $r$, so a second density is impossible for an interface of any curvature.

For $T<1$ the condition $p>1$ does not by itself settle the matter. A liquid could share its $\mu$ with a metastable vapour at lower pressure, unless its $\mu$ exceeds the vapour's greatest value, $\mu(r_v)$. At corner A this can be shown by integrating $d\mu=dp/\rho$ from saturation, at 5.683 MPa. The liquid's density stays below 13.052 mol/L, so its $\mu$ has risen by more than

$$\frac{10-5.683}{13.052}\ \frac{\text{MPa}}{\text{mol/L}}=0.331\ \text{kJ/mol}.$$

The vapour can be compressed to a pressure below 7 MPa at most, at densities above 4.333 mol/L, so its $\mu$ can rise by less than $(7-5.683)/4.333=0.304$ kJ/mol. The liquid lies out of its reach. For the rest of the path I rely on a numerical count at 150 intervals per leg: one density was found at each sampled $(T,\mu)$.

**4. Could the narrow gap itself condense the fluid?**

Walls shift phase equilibria, so a bulk argument is not sufficient for a pattern. Let a density gradient cost energy $\tfrac12\kappa|\nabla\rho|^2$ per volume. With lengths in units of $\ell=\rho_c\sqrt{\kappa/p_c}$, the grand potential is

$$\Omega[r]=\int\left[\tfrac12|\nabla r|^2+f(r)-\mu r\right]dV-h\int_{\rm walls} r\,dA,$$

where $h>0$ describes attraction to the walls. Suppose two different profiles $r_1,r_2$ both made $\Omega$ stationary. Join them by $r_s=r_1+s\eta$, with $\eta=r_2-r_1$ and $0\le s\le1$. The terms linear in $r$ drop out of the second derivative:

$$\frac{d^2\Omega}{ds^2}=\int\left[|\nabla\eta|^2+f''(r_s)\,\eta^2\right]dV .$$

Because $r(3-r)^2\le4$,

$$f''=\frac{24T}{r(3-r)^2}-6\ \ge\ 6(T-1).$$

For $T>1$ the second derivative is positive, so $d\Omega/ds$ increases and cannot vanish at both $s=0$ and $s=1$. The profile is unique, whatever the shape of the gap. It also changes smoothly: a small change $\delta\mu$ produces a response obeying $(-\nabla^2+f'')\,\delta r=\delta\mu$, whose operator has no eigenvalue below $6(T-1)$. At 320 K this bound is $6\times20/300=0.400$. A denser layer may cling to the walls, but it thins continuously and no meniscus sweeps the gap.

This proof covers leg BC, where most of the density is lost. The other legs were included in a numerical test with $\kappa=2\times10^{-20}$ J m$^5$/mol$^2$ ($\ell=0.400$ nm), a 20 nm gap and $h=0.08$. At 10 intervals per leg, $\Omega$ was minimised from a dense start, $r=1.6$, and a dilute one, $r=0.02$. The final profiles agreed within $3\times10^{-9}$ in $r$. Repelling walls were not examined below $T_c$.

**5. What the manuscript's mechanism does describe**

Below $T_c$, liquid and vapour coexist and the manuscript's small $\gamma$ has a meaning. Across a flat interface, minimising $\Omega$ gives $r''=f'(r)-\mu$. Multiplying by $r'$ and integrating from the bulk, where $r'=0$ and $f-\mu r=-p$, gives $\tfrac12r'^2=\omega$, with $\omega=f-\mu r+p$. The excess energy per area is then

$$\gamma=\int\left(\tfrac12r'^2+\omega\right)dx=\int r'^2dx=\int_{r_g}^{r_{liq}}\sqrt{2\omega}\,dr,$$

in units of $p_c\ell=2.80$ mN/m. The integrand is positive between the two densities, so $\gamma>0$ for every $T<1$ in this model.

Near the critical point put $r=1+x$ and $t=1-T$, with $x^2$ of order $t$. Then $r(3-r)^2=4-3x^2+x^3$, and to leading order

$$f''=6(1-t)\left(1+\tfrac34x^2\right)-6\simeq-6t+\tfrac92x^2 .$$

Integrating twice gives $-3tx^2+\tfrac38x^4$ plus linear and constant terms. Coexistence requires two equal minima with $\omega=0$, which fixes those terms:

$$\omega=\tfrac38(x^2-4t)^2 .$$

The minima are at $x=\pm2\sqrt t$, and therefore

$$\gamma\simeq\frac{\sqrt3}{2}\int_{-2\sqrt t}^{2\sqrt t}(4t-x^2)\,dx=\frac{\sqrt3}{2}\left(16-\frac{16}{3}\right)t^{3/2}=\frac{16}{\sqrt3}\,t^{3/2}.$$

At 299.7 K, where $t=0.001$, the full integral is 0.9998 times this law.

Now let liquid advance by $dz$ in a gap of width $d$. Per unit length of line, the wall energy changes by $-2\gamma\cos\theta\,dz$, where $\theta$ is the contact angle, and the bulk term by $(p_{vap}-p_{liq})\,d\,dz$. In equilibrium their sum vanishes:

$$q\equiv p_{vap}-p_{liq}=\frac{2\gamma\cos\theta}{d}.$$

A line of height $H$, thickness $w$ and Young's modulus $E$, standing between a filled and an empty gap, carries $q$ over its side. Per unit length its bending stiffness is $EI=Ew^3/12$. With a clamped foot, the deflection $u$ obeys $EI\,u''=q(H-z)^2/2$. One integration gives $EI\,u'=q[H^3-(H-z)^3]/6$, and a second gives

$$u(H)=\frac{q}{6EI}\left(H^4-\frac{H^4}{4}\right)=\frac{qH^4}{8EI}=\frac{3qH^4}{2Ew^3}.$$

Take $d=w=20$ nm, $H=500$ nm and $E=5$ GPa. At 285 K the model gives $\gamma=0.287$ mN/m and, for the wall field above, $\cos\theta=0.686$. Thus

$$q=\frac{2(0.287\times10^{-3})(0.686)}{20\times10^{-9}}\ \text{Pa}=19.7\ \text{kPa},$$

$$u=\frac{3(19.7\times10^3)(500\times10^{-9})^4}{2(5\times10^9)(20\times10^{-9})^3}\ \text{m}=46\ \text{nm}.$$

This exceeds the 20 nm gap, so the line touches its neighbour although $\gamma$ is far below 1 mN/m. The figure of 46 nm is a measure of overload, not an attainable displacement. It holds the gap width fixed and omits the direct pull $\gamma\sin\theta$ at the top edge. That end force adds $\gamma\sin\theta\,H^3/(3EI)$, a fraction $\tfrac43(d/H)\tan\theta\approx6\%$ of the deflection above.

Closer to $T_c$ the model's load falls steeply, and very near $T_c$ the manuscript's reasoning has force within the model. With $\cos\theta=1$, the same fixed-gap formula gives 6.1 nm at 297 K and 0.19 nm at 299.7 K. These are estimates for a sharp interface, not upper bounds, although the numerical output labels them so. The near-critical form of $\omega$ shows how sharp it is: $r'=\sqrt{2\omega}$ gives $x=2\sqrt t\tanh(\sqrt{3t}\,s)$, where $s$ is the distance across the interface in units of $\ell$. The middle 80% of the density change therefore takes a distance $2.20\,\ell/\sqrt{3t}$, which is 5 nm at 297 K and 16 nm at 299.7 K.

At 297 K the fixed-gap figure is misleadingly small. If both neighbours lean in by $u$, the gap at the top narrows to $d-2u$ and $q$ grows by the factor $d/(d-2u)$. Balance then requires $u(1-2u/d)=6.1$ nm, but the left side never exceeds $d/8=2.5$ nm. In this sharp-interface estimate there is no equilibrium short of contact, and the lines touch. Dense layers on attracting walls also narrow the space left for the meniscus and can raise the load well above the estimate. At 299.7 K the interface is almost as wide as the gap, and the picture of a sharp meniscus fails. Sufficiently attracting walls can then remove the distinction between a filled and an empty gap, and with it the meniscus. A positive $\gamma$ for the flat interface does not by itself prove a load in so narrow a gap. On path ABCD there is no meniscus to which $\gamma$ or $\theta$ could be assigned, and the capillary load is zero for any height.

**6. The condition the manuscript should state**

Starting the venting above $T_c$ is not enough. Suppose that no heat enters and that the fluid remaining in the vessel expands slowly. Its molar energy is $u_m=c_vT-a/v$, with $v=1/\rho$ and constant $c_v$. In ordinary units, $du_m=-p\,dv$ gives

$$c_v\,dT+\frac{a}{v^2}dv=-\left(\frac{RT}{v-b}-\frac{a}{v^2}\right)dv .$$

The attraction terms cancel, leaving $c_v\,dT/T=-R\,dv/(v-b)$. Because $v-b=b(3/r-1)$,

$$T\left(\frac3r-1\right)^{R/c_v}=\text{constant}.$$

With $c_v=2.5R$ and a start at B, this curve meets the coexistence line at 298.4 K, 6.85 MPa and 8.59 mol/L. The density is above critical, so in this example the dense fluid reaches its boiling line. Further equilibrium expansion creates vapour, and with it the interfaces that the process was meant to avoid. For a real fluid or another start, the curve may instead meet the coexistence line on its gas side, where droplets form; this too creates interfaces. Venting must be slow enough, or heating strong enough, to keep the fluid off that line.

**7. Relation to practice**

Carbon dioxide, which can serve as the drying fluid, has critical constants near 300 K and 7 MPa, so the path is of realistic size. Other model values are less so. The van der Waals critical density is roughly 30% too low for it, and its surface tension at the same $T/T_c$ is several times the model's; at an unchanged contact angle the 285 K deflection would grow in proportion. Real surface tensions vanish with an exponent near 1.3 instead of 1.5. For equal prefactors this alone makes $\gamma$ several times larger at $t=0.001$. For carbon dioxide, whose prefactor is also larger, $\gamma$ there is more than ten times the model's, so the sharp-interface figure of 0.19 nm in section 5 would become about 3 nm, beyond the limit $d/8$. Its smallness is a property of the model. A modulus of 5 GPa suits a stiff polymer, but a height-to-thickness ratio of 25 is extreme for a resist; a ratio of 5 at the same thickness would reduce the deflection due to side pressure 625-fold, to below 0.1 nm in the model at 285 K and below 1 nm with the surface tension of carbon dioxide at the same $T/T_c$. Such lines would not touch, so the contact found in section 5 depends on the extreme ratio chosen. Complete solvent exchange is a further assumption. Residual solvent makes the fluid a mixture with its own two-phase region, and the path must go round that region. I cannot give a general size for this shift, since it depends on the solvent and its amount.

Absence of capillary load does not guarantee an intact pattern: swelling, flow forces and adhesion between lines already in contact are outside this analysis.

**Recommendation**

The central claim should be replaced. Evaporation just below $T_c$ can draw a weak meniscus through the pattern; supercritical drying along a suitable path has none. The advice to stay close to $T_c$ should also be withdrawn, since a hotter start leaves more room for cooling during venting at the same initial pressure. The values used here are collected in the numerical output.

## Table of computed values

```
Critical temperature: 300 K
Critical pressure: 7.0 MPa
Gradient coefficient kappa: 2.0e-20 J m^5/mol^2
Heat capacity cv/R: 2.5
Critical density: 7.484 mol/L
Length unit: 0.400 nm
Surface tension unit: 2.800 mN/m
Random states with T>Tc or p>pc, all single: 5127
Other random states with several densities: 285
Corner A: 285 K, 10.0 MPa, density 13.0520 mol/L
Corner B: 320 K, 10.0 MPa, density 9.5274 mol/L
Corner C: 320 K, 0.1 MPa, density 0.0377 mol/L
Corner D: 285 K, 0.1 MPa, density 0.0424 mol/L
Most densities at given T,p on path: 1
Most densities at given T,mu on path: 1
Smallest f'' on path (reduced): 0.400
Largest path step, 200 per leg: 0.1351 mol/L
Largest path step, 400 per leg: 0.0676 mol/L
Largest direct step, 200 steps: 6.715 mol/L
Largest direct step, 400 steps: 6.655 mol/L
Saturation pressure at 285 K: 5.683 MPa
Liquid-limit pressure at 285 K: 5.183 MPa
Saturated liquid at 285 K: 10.939 mol/L
Saturated gas at 285 K: 4.333 mol/L
Gap width: 20 nm; line thickness: 20 nm
Line height: 500 nm; modulus: 5 GPa
Wall field (reduced): 0.08
Largest filled/empty profile difference on path: 2.6e-09
Mean density, filled gap at 285 K: 10.938 mol/L
Mean density, empty gap at 285 K: 4.346 mol/L
cos(theta) at 285 K: 0.686
Capillary pressure, gap balance: 19.70 kPa
Capillary pressure, 2 gamma cos/d: 19.68 kPa
Tip deflection with this cos(theta): 46.1 nm
Upper bounds with cos(theta) = 1:
  285.0 K: gamma 0.28681 mN/m, q 28.681 kPa, tip 67.220 nm
  297.0 K: gamma 0.02582 mN/m, q 2.582 kPa, tip 6.052 nm
  299.7 K: gamma 0.00082 mN/m, q 0.082 kPa, tip 0.192 nm
gamma / near-critical law at 299.7 K: 0.9998
Flat-profile gamma / quadrature: 0.99995
Heat-free venting meets coexistence at: 298.42 K
  pressure there: 6.853 MPa
  density there: 8.585 mol/L
```
